# Why the Uniform de Gennes Canted State Is Unstable at Low Doping

## A counter-example with all carriers at the band bottom

Take a simple cubic antiferromagnet with classical spins at zero temperature. Each bond has superexchange energy $JS^2\cos\theta$, where $\theta$ is the angle between the two sublattice moments. Add $x$ carriers per site. If Hund's coupling locks each carrier's spin to the local moment, its hopping is $t\cos(\theta/2)$. Write $c=\cos(\theta/2)$.

For very few carriers, put them all at the band bottom, $-6tc$. There are three bonds per site and $\cos\theta=2c^2-1$, so the magnetic energy per site is $3JS^2(2c^2-1)$. Measured from the undoped antiferromagnet, $-3JS^2$, the energy is

$$e(x,c)=-6tcx+6JS^2c^2 .$$

Setting $\partial e/\partial c=-6tx+12JS^2c$ to zero gives

$$c=\frac{tx}{2JS^2},\qquad e(x)=-\frac{3t^2}{2JS^2}\,x^2 .$$

This is the de Gennes canted state. Since $\partial^2e/\partial c^2=12JS^2>0$, it is a true minimum with respect to the angle. It is tempting to conclude that it is stable.

Test that conclusion with $t=0.2$ eV, $JS^2=0.002$ eV and $x=0.01$. Then $c=0.5$, $\theta=120^\circ$, and

$$e(0.01)=-(30\ \text{eV})(0.01)^2=-0.003\ \text{eV per site}.$$

Now move all carriers into one half of the crystal. The empty half has energy zero. The other half has $x=0.02$, hence $c=1$: it is ferromagnetic, with energy $-(30\ \text{eV})(0.02)^2=-0.012$ eV per site. The average is $-0.006$ eV per site, twice the uniform gain. The uniform state was a minimum at fixed density, but the density was never allowed to vary.

Two things are missing: the Fermi pressure of the carriers, which resists crowding, and their Coulomb repulsion. The first is included next and the second is treated later.

## The correct statement

For classical spins, infinite Hund coupling, one orbital per site, zero temperature and a neutralizing background, the uniform canted state obeys

$$e(x)=-\frac{3t^2}{2JS^2}x^2+O(x^{8/3}),\qquad e''(x)\to-\frac{3t^2}{JS^2}\quad(x\to0).$$

Its electronic compressibility, which has the sign of $e''$, is therefore negative at low doping. Finite Hund coupling or quantum spins change the limit $x\to0$ itself, as shown below.

## Proof

**The canted band.** Let $\Delta$ be half the Hund splitting, $s=\sin(\theta/2)$, and $\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)$, with $k$ in inverse lattice spacings. Pauli matrices $\tau$ act on the sublattices and $\sigma$ on the spin:

$$H=\varepsilon\tau_x-\Delta(c\,\sigma_x+s\,\tau_z\sigma_z).$$

In $H^2$, the cross terms containing $s$ cancel, because $\tau_x$ anticommutes with $\tau_z$ and $\sigma_x$ with $\sigma_z$. What remains is

$$H^2=\varepsilon^2+\Delta^2-2\varepsilon\Delta c\,\tau_x\sigma_x .$$

The operator $\tau_x\sigma_x=\pm1$ commutes with $H$, and $H$ has zero trace in each of its two sectors, so the levels come in opposite pairs. The two sectors differ by $\varepsilon\to-\varepsilon$, which is the shift from $k$ to $k+Q$ with $Q=(\pi,\pi,\pi)$. Letting $k$ run over the full zone therefore covers both, and the lower band is

$$E=-\sqrt{\varepsilon^2+\Delta^2-2\varepsilon\Delta c}\;\longrightarrow\;-\Delta+c\,\varepsilon\qquad(\Delta\to\infty).$$

The constant $-\Delta$ adds a term linear in $x$, which does not affect $e''$, and is dropped.

**Energy at any filling.** Let $D(\varepsilon)$ be the density of states at $c=1$, and $\mu$ the Fermi energy there, measured from the band centre. Define

$$x=\int_{-6t}^{\mu}D\,d\varepsilon,\qquad K=-\int_{-6t}^{\mu}\varepsilon D\,d\varepsilon .$$

Canting scales every level by $c$ and leaves the filled states unchanged, so

$$e(x,c)=-cK(x)+6JS^2c^2,\qquad c=\frac{K}{12JS^2},\qquad e(x)=-\frac{K^2}{24JS^2}.$$

This holds until $K=12JS^2$, where $c=1$ and the state becomes ferromagnetic.

**Low doping.** Near the bottom $\varepsilon=-6t+tk^2$. Spinless carriers have $x=k_F^3/(6\pi^2)$ and mean $k^2=\tfrac35k_F^2$. Hence

$$K=t\left(6x-Ax^{5/3}+\dots\right),\qquad A=\tfrac35(6\pi^2)^{2/3}=9.12,$$

$$e=-\frac{3t^2}{2JS^2}x^2\left(1-\frac A3x^{2/3}+\dots\right).$$

The Fermi pressure cannot stop the instability because it is multiplied by the band-narrowing factor $c\propto x$: its energy is of order $x^{8/3}$, not $x^{5/3}$. At $x=10^{-5}$ the bracket is $1-3.04\times4.64\times10^{-4}=0.9986$, which agrees with direct minimization over the angle using the full band.

**Curvature.** From $dK=-\mu D\,d\mu$ and $dx=D\,d\mu$ follow $K'=-\mu$ and $K''=-1/D$. Differentiating $e=-K^2/(24JS^2)$ twice gives

$$e''=-\frac{K'^2+KK''}{12JS^2}=\frac cD-\frac{\mu^2}{12JS^2}.$$

The first term is the stiffness at fixed angle, and it is positive. The second arises because the angle readjusts when the density changes: more carriers open the band, and a wider band attracts more carriers. As $x\to0$, $c/D\propto x^{2/3}$ vanishes while $\mu^2\to36t^2$. This gives $-3t^2/JS^2$ and completes the proof: equal regions with densities $x\pm\delta$ change the mean energy by $\tfrac12e''\delta^2<0$.

**Where the sign can change.** Put $u=Ax^{2/3}$ in the parabolic form of $K$. Then $K=tx(6-u)$, $K'=t(6-\tfrac53u)$, $K''=-\tfrac{10}{9}tu/x$, and

$$K'^2+KK''=t^2\left(36-\tfrac{80}{3}u+\tfrac{35}{9}u^2\right).$$

This is positive for $u<1.85$, that is $x<0.091$. With the full cubic band the sign change moves to $x=0.156$. Neither value depends on $JS^2$. The canted branch reaches $x=0.156$ if $JS^2/t$ exceeds 0.049; its part just above that doping is then stable against small density changes.

## The example with Fermi pressure

At $x=0.01$ the full band gives $K=0.011175$ eV, so

$$c=\frac{0.011175}{12\times0.002}=0.466,\qquad\theta=124.5^\circ,\qquad e=-0.0026\ \text{eV per site}.$$

With $\mu=-1.064$ eV and $D=0.1143$ per eV and site,

$$e''=\frac{0.466}{0.1143}-\frac{1.064^2}{0.024}=4.1-47.2=-43\ \text{eV}.$$

At a frozen angle the state would resist compression. The relaxing angle outweighs that resistance more than tenfold. Ferromagnetic saturation comes at $x=0.0226$, well below 0.091, so here the entire canted branch is unstable.

To find a better state, let a volume fraction $v$ be ferromagnetic with density $n=x/v$, and leave the rest undoped. The ferromagnet has $e(n)=-K(n)+6JS^2$ and $e'(n)=\mu$. Minimizing $v\,e(x/v)$ over $v$ requires $e(n)-n\,e'(n)=0$, or

$$K(n)-n|\mu(n)|=6JS^2 .$$

The left side is the carrier pressure per site; the right side is the magnetic energy lost by aligning the spins. This is a minimum, since the second derivative in $v$ is $(x^2/v^3)e''(n)$ and the ferromagnet has $e''=1/D>0$. In the parabolic band the pressure is $\tfrac23Atn^{5/3}$, so $n=(9JS^2/At)^{3/5}=0.063$. The full band gives 0.070.

The ferromagnet then fills $0.01/0.0705=14\%$ of the volume, and the energy is $-0.0075$ eV per site against $-0.0026$ for uniform canting. A search over pairs of densities between 0 and 0.15, in steps of 0.0005, also selected an undoped phase and a ferromagnet within 0.001 of this density. Interface energy is neglected.

## Finite Hund coupling: the lowest dopings are different

At finite $\Delta$ the carriers can move even at $c=0$, so their Fermi pressure no longer vanishes with $c$. Let $R=\sqrt{36t^2+\Delta^2}$, $r=6t/R$ and $W=6t\Delta/R$. Expanding the band about $\varepsilon=\mp6t$ gives two valleys,

$$E=-R+rtk^2\mp Wc .$$

With valley densities $n_1,n_2$ and $m=n_1-n_2$, and without the constant $-Rx$ and terms of order $x^{7/3}$, $x^{5/3}c$ and $xc^2$,

$$e=Atr\left(n_1^{5/3}+n_2^{5/3}\right)-Wcm+6JS^2c^2 .$$

Minimizing over $c$ turns the last two terms into $-W^2m^2/(24JS^2)$. For small $m$ the first term grows by $\tfrac{10}{36}Atr(x/2)^{-1/3}m^2$. Canting begins when the two coefficients are equal:

$$x_{\text{cant}}=2\left(\frac{10y}{9}\right)^3,\qquad y=\frac{6JS^2Atr}{W^2}.$$

Below this doping the uniform state is collinear, with positive $e''$. Once one valley holds all carriers, $m=x$ and

$$e''=\frac{10}{9}Atr\,x^{-1/3}-\frac{W^2}{12JS^2},$$

which is negative above $x_{\text{neg}}=(20y/9)^3$. The second valley is empty when its bottom lies above the Fermi level, $\tfrac53Atr\,x^{2/3}<2Wc$ with $c=Wx/(12JS^2)$. This means $x^{1/3}>\tfrac53y$, which $x_{\text{neg}}$ satisfies.

For $\Delta=1.25$ eV, $y=0.0202$, so $x_{\text{cant}}=2.3\times10^{-5}$ and $x_{\text{neg}}=9.1\times10^{-5}$; the full band gives $9.2\times10^{-5}$ for the latter. A positive $e''$ at the lowest dopings means only that the uniform state resists small density changes. Without Coulomb forces, an undoped phase plus a ferromagnet is still lower, by about 0.26 eV per carrier for $x$ up to $10^{-3}$ and by 0.19 eV per carrier at $x=0.01$. At $x=0.01$ the full calculation gives $e''=-12$ eV instead of $-43$ eV. The sign survives, but the size does not.

## Quantum spins

Lowering the fully aligned state of an electron and a core spin $S$ gives $\left(\sqrt{2S}\,|{\uparrow},S-1\rangle+|{\downarrow},S\rangle\right)/\sqrt{2S+1}$. An electron opposite to the core thus has amplitude $p=1/\sqrt{2S+1}$ in the allowed total spin $S+\tfrac12$, and can enter a site of the opposite sublattice. If each core returns to its original direction after the carrier leaves, the hopping matrix between the two carrier states on neighbouring sites is

$$M=\begin{pmatrix}c&ps\\-ps&p^2c\end{pmatrix}.$$

Its singular values $f_1\ge f_2$ satisfy $f_1f_2=p^2$ and $f_1^2+f_2^2=c^2+2p^2s^2+p^4c^2$. So $f_1-f_2=(1-p^2)c$, and

$$f_1=\tfrac12\left[(1-p^2)c+\sqrt{(1-p^2)^2c^2+4p^2}\right].$$

With two sublattices coupled by $M$, the bands are $f_1\varepsilon$ and $f_2\varepsilon$, with $k$ in the full zone. At $c=0$ both factors equal $p$, which is 0.5 for $S=3/2$, not zero. As at finite Hund coupling, the Fermi pressure therefore survives at $c=0$, while the gain from canting is again of order $x^2$. The uniform state at the lowest dopings is then collinear, with positive $e''$, which again shows stability only against small density changes. At $x=0.01$ only the $f_1$ band is occupied, and minimizing $-f_1K+6JS^2c^2$ gives $c=0.20$, or $\theta\approx157^\circ$, and $e''=-4.9$ eV. Within this restricted treatment, at infinite Hund coupling, the sign again survives. The joint effect of quantum spins and finite $\Delta$ has not been computed.

## Coulomb forces, temperature and real manganites

For a density wave $\delta\cos qz$, Poisson's equation (Gaussian units, elementary charge $q_e$, lattice spacing $a$, relative permittivity $\epsilon_r$) adds $4\pi q_e^2/(\epsilon_rq^2a^3)$ to $e''$. This grows without limit at long wavelength and forbids macroscopic separation. With $a=3.9$ Å and $\epsilon_r=20$, waves shorter than 106 Å remain unstable for $e''=-43$ eV, provided they are still long enough for the local energy $e(x)$ to apply. The limit scales as $\sqrt{|e''|}$, so it falls to about 56 Å for $-12$ eV and 36 Å for $-4.9$ eV. These limits include only the Hartree term. The exchange energy of a spinless free carrier gas in the same dielectric adds about $-1.6$ eV to $e''$ at $x=0.01$ and shifts them to about 108, 60 and 41 Å. The mean carrier spacing is 18 Å, so in the last case a local energy $e(x)$ is barely justified.

The mean-field ordering temperature of the undoped magnet, $6JS^2/(3k_B)$, is 46 K. At $x=0.01$ the carriers' Fermi temperature in the canted band is about 740 K, so at this doping heating upsets the spin order assumed here long before it affects carrier degeneracy. This Fermi temperature scales as $c\,x^{2/3}\propto x^{5/3}$ and drops below 46 K for $x$ under about 0.002, where the comparison reverses.

The values of $t$, $\Delta$, $S$ and $a$ are roughly those of perovskite manganites, and $x=0.01$ means $1.7\times10^{20}$ carriers per cm³. The nearest real case is lightly electron-doped CaMnO₃, whose parent has two-sublattice order below very roughly 120 K. In the classical mean-field formula above, this corresponds to a $JS^2$ roughly 2.6 times the one used, which would cut the limiting curvature $-3t^2/JS^2$ from $-60$ to about $-23$ eV. Quantum spins and thermal fluctuations change this estimate of $JS^2$. With this larger $JS^2$, $e''$ at $x=0.01$ is $-17$ eV for classical spins at infinite Hund coupling, $-2.8$ eV at $\Delta=1.25$ eV, and $+0.9$ eV for quantum spins, so these numbers do not settle the sign at $x=0.01$ in that material. Orbital degeneracy, lattice distortion and disorder are also left out.

## Calculated quantities

```
hopping t: 0.2 eV
superexchange JS2 per bond: 0.002 eV
ratio JS2/t: 0.01
half Hund splitting DELTA: 1.25 eV
core spin S: 1.5
lattice spacing: 3.9 angstrom
relative permittivity: 20
doping x: 0.01 per site
carrier density: 1.6858e+20 cm^-3
Fermi-pressure coefficient A: 9.1156
leading x^2 energy coefficient: -30 eV
leading energy at x: -0.003 eV/site
test doping for low-density limit: 1e-05 per site
energy / leading law at test doping: 0.99859
K at x: 0.011175 eV/site
Fermi energy mu from band centre, c=1: -1.0639 eV
density of states D, c=1: 0.1143 1/(eV site)
cosine c: 0.46562
canting angle: 124.5 degrees
canted energy: -0.0026016 eV/site
second derivative, infinite Hund: -43.087 eV
ferromagnetic saturation doping: 0.022633 per site
doping of curvature sign change: 0.15603 per site
JS2/t below which whole canted branch unstable: 0.048865
ferromagnetic phase density x*: 0.070451 per site
ferromagnetic volume fraction: 0.14194
two-phase energy: -0.0074673 eV/site
two-phase minus canted energy: -0.0048657 eV/site
finite-Hund W: 0.86566 eV
finite-Hund r: 0.69253
finite-Hund y: 0.020218
canting threshold, formula: 2.2673e-05 per site
canting threshold, numerical: 2.2708e-05 per site
negative-curvature threshold, formula: 9.0693e-05 per site
negative-curvature threshold, numerical: 9.2489e-05 per site
second derivative, finite Hund: -12.099 eV
quantum hopping factor at c=0: 0.5
quantum-spin cosine c: 0.20058
second derivative, quantum spins: -4.9391 eV
longest unstable wavelength with Coulomb: 105.6 angstrom
mean carrier spacing: 18.102 angstrom
canted-band Fermi energy from bottom: 0.063377 eV
canted-band Fermi temperature: 735.46 K
mean-field magnetic ordering temperature: 46.418 K
```
